# Error bounds for static treatment of empty bands in phonon-induced shifts, part 1

(Sections cited here and not found follow in the second part.)

## Static Sternheimer treatment of the empty bands in Allen-Heine-Cardona theory

A calculation of the phonon-induced shift of a band edge has to fix one integer before the expensive part begins: the number $M$ of bands that are computed explicitly at every $k+q$. The Fan term of Allen-Heine-Cardona theory is a sum over all bands. If the sum is cut at $M$, the neglected part can fall off slowly (as $M^{-3}$ for the cusped potential used below), and it has to be compared with a final result that can be a small difference between the Fan term and the Debye-Waller term, as it is in that model. The alternative is to keep the phonon frequency in the energy denominators only for the lowest $M$ bands, the active space, and to obtain the contribution of all higher bands from one linear system in which the frequency is dropped. The choice of $M$ then hangs on the error made by dropping it. That error is bounded by $\omega/\Delta$, the phonon energy over the distance to the first excluded band, provided every excluded band is empty and lies above the state considered, and with two qualifications. The bound holds for $\omega/\Delta\le(\sqrt5-1)/2$, and it is relative to the static contribution of the excluded bands, not to the final shift.

### The quantity to be computed

Hartree atomic units are used. The crystal is an insulator with fixed occupations $f_m\in\{0,1\}$, the phonons are harmonic, the coupling is taken to second order in the displacements, and the shift is evaluated on shell, at the unperturbed energy $\varepsilon_n\equiv\varepsilon_{nk}$ of a non-degenerate state $\psi_n$. To keep every factor visible the formulas are written for a chain of $N_q$ cells of length $a$, with atoms $\kappa$ of mass $M_\kappa$ at $la+\tau_\kappa+u_{\kappa l}$, each carrying rigidly a potential $v_\kappa$ with Fourier transform $\tilde v_\kappa(p)=\int v_\kappa(x)e^{-ipx}dx$. In three dimensions $\kappa$ becomes a pair of atom and Cartesian direction in the Fan term; the Debye-Waller formulas (2) and (14) then carry a tensor in two Cartesian directions for each atom, and the sum in (14) runs over atoms at fixed directions.

Between two plane waves normalized on the ring, with momentum transfer $p$, the potential has the matrix element
$$\frac{1}{N_qa}\sum_{\kappa l}\tilde v_\kappa(p)\,e^{-ip(la+\tau_\kappa)}\Big[1-ip\,u_{\kappa l}-\tfrac12p^2u_{\kappa l}^2+\dots\Big],$$
where the bracket is the expansion of $e^{-ipu_{\kappa l}}$. The displacement operator is
$$u_{\kappa l}=\frac{1}{\sqrt{N_q}}\sum_{q\nu}\xi_{\kappa\nu}(q)\,e^{iqla}\big(b_{q\nu}+b^\dagger_{-q\nu}\big),\qquad \xi_{\kappa\nu}=\frac{e_{\kappa\nu}(q)}{\sqrt{2M_\kappa\omega_{q\nu}}},$$
with $e_{\kappa\nu}$ the normalized eigenvector of the dynamical matrix, $e(-q)=e(q)^*$ and $\omega_{-q}=\omega_q$.

In the term linear in $u$, the sum $\sum_l e^{i(q-p)la}$ equals $N_q$ when $p-q$ is a reciprocal lattice vector and vanishes otherwise. The factor $N_q$ cancels the $1/N_q$ in front, and the coupling between $\psi_{nk}$ and $\psi_{m,k+q}$ is $N_q^{-1/2}g_{m}\,(b_{q\nu}+b^\dagger_{-q\nu})$ with
$$g_{m}=\sum_\kappa\xi_{\kappa\nu}\langle m|W_\kappa(q)|n\rangle,\qquad [W_\kappa(q)]_{GG'}=-ip\,\tilde v_\kappa(p)\,e^{-ip\tau_\kappa}/a,\quad p=q+G-G'. \tag{1}$$
Here and below $|m\rangle$ is band $m$ at $k+q$, and $\varepsilon_m$ its energy.

In the quadratic term, first-order perturbation theory needs the thermal average $\langle u_{\kappa l}^2\rangle$. Only the products $b_qb_q^\dagger$ and $b_{-q}^\dagger b_{-q}$ of one mode survive, with averages $n_B+1$ and $n_B$, so $\langle u^2_{\kappa l}\rangle=N_q^{-1}\sum_{q\nu}|\xi_{\kappa\nu}|^2N$ with
$$N=2n_B+1\ge1,\qquad n_B=1/(e^{\omega/k_BT}-1).$$
This is independent of $l$, so the sum over $l$ forces $p=G-G'$, and the Debye-Waller shift is
$$\Sigma^{\rm DW}=\frac1{N_q}\sum_{q\nu}\sum_\kappa N|\xi_{\kappa\nu}|^2\,\tfrac12\langle U_\kappa\rangle,\qquad [U_\kappa]_{GG'}=-p^2\tilde v_\kappa(p)e^{-ip\tau_\kappa}/a. \tag{2}$$

The Fan term follows from second-order perturbation theory for the energy needed to add an electron in an empty state $n$, with $n_B$ phonons present in one mode. A virtual transition from an occupied state $i$ to an empty state $j$ either emits a phonon, with squared amplitude $|g|^2(n_B+1)$ and denominator $\varepsilon_i-\varepsilon_j-\omega$, or absorbs one, with $|g|^2n_B$ and denominator $\varepsilon_i-\varepsilon_j+\omega$. Transitions that do not involve $n$ are the same before and after the addition and cancel in the difference. Two kinds remain. The added electron can go to any empty $m$, which gives
$$|g_m|^2\Big[\frac{n_B}{\varepsilon_n-\varepsilon_m+\omega}+\frac{n_B+1}{\varepsilon_n-\varepsilon_m-\omega}\Big].$$
It also blocks the transitions from any occupied $m$ into $n$, which removes their energy and so adds
$$-|g_m|^2\Big[\frac{n_B+1}{\varepsilon_m-\varepsilon_n-\omega}+\frac{n_B}{\varepsilon_m-\varepsilon_n+\omega}\Big]=|g_m|^2\Big[\frac{n_B+1}{\varepsilon_n-\varepsilon_m+\omega}+\frac{n_B}{\varepsilon_n-\varepsilon_m-\omega}\Big].$$
Both cases are contained in
$$\Sigma^{\rm Fan}=\frac1{N_q}\sum_{q\nu}\sum_m|g_m|^2\Big[\frac{n_B+f_m}{\varepsilon_n-\varepsilon_m+\omega}+\frac{n_B+1-f_m}{\varepsilon_n-\varepsilon_m-\omega}\Big]. \tag{3}$$
For an occupied $n$ the shift is the energy with the electron minus the energy without it. The transitions $n\to$ empty exist only with it and enter with a plus sign; the transitions occupied $\to n$ exist only without it and enter with a minus sign; the result is again (3). The expression is linear in the phonon number, so its thermal average is obtained by inserting the Bose factor, and at second order the modes add. One further second-order term, the product of the diagonal $q=0$ couplings of $n$ and of the occupied states, describes a shift of the equilibrium positions and is left out.

The numerical check tests (3) against exact diagonalization of four fermion levels coupled to one boson with zero diagonal couplings, for addition and removal and for 0, 1 and 2 phonons; the largest deviation is $4.8\times10^{-7}$ of the sum of the magnitudes of the terms. For bands that come within $\omega$ of $\varepsilon_n$ a denominator $d$ can vanish, and $1/d$ is replaced by $\mathrm{Re}\,1/(d+i\eta)=d/(d^2+\eta^2)$. Such bands must be active; the excluded bands carry no $\eta$.

### The model and the tail of the band sum

The numbers below belong to a diatomic chain with round parameters: $a=8$ bohr, atoms A and B at $\tau=0$ and $4$ bohr, wells $v_\kappa=-A_\kappa e^{-|x|/\sigma}$ with $A_A=1.0$ Ha, $A_B=0.6$ Ha, $\sigma=0.5$ bohr, masses 10 u and 20 u, and nearest-neighbour springs $K=0.05$ Ha/bohr². The force on A in cell $l$ is $K(u_{B,l}+u_{B,l-1}-2u_{A,l})$, so the dynamical matrix has diagonal elements $2K/M_\kappa$ and off-diagonal element $-K(1+e^{-iqa})/\sqrt{M_AM_B}$. In a free chain $\langle u^2\rangle$ grows without limit with $N_q$, because $|\xi|^2\propto1/\omega$ and $\omega\propto|q|$. On-site springs $M_\kappa\omega_0^2$ with $\omega_0=10$ meV add $\omega_0^2$ to every squared frequency, leave the eigenvectors unchanged and remove the divergence; the highest frequency on the grid is then $\omega_{\max}=78.70$ meV. The basis is $k+G_j$, $G_j=2\pi j/a$, $|j|\le N_G=50$ (101 plane waves), with 200 midpoint $q$ values. One band is filled. The edges lie at $k=\pi/a$, at $\varepsilon_v=-0.22686$ Ha and $\varepsilon_c=-0.09750$ Ha, a direct gap of 3.520 eV, and $\eta=5$ meV is applied to bands 1 and 2 only.

The transform of the well is $-A[1/(\sigma^{-1}+ip)+1/(\sigma^{-1}-ip)]=-2A\sigma/(1+\sigma^2p^2)$, which tends to $-2A/(\sigma p^2)$: the cusp produces a power law. Let $c_{G'}$ be the plane-wave coefficients of $\psi_n$ and $P=k+q+G$ a large final momentum. Since $c_{G'}$ is concentrated at small $k+G'$, the transfer $p=P-(k+G')$ may be replaced by $P$ in the slowly varying factor $-ip\tilde v\to 2iA/(\sigma p)$ but not in the phase:
$$[W_\kappa\psi_n]_P\simeq\frac{2iA_\kappa}{\sigma aP}\,e^{-iP\tau_\kappa}\,u(\tau_\kappa),\qquad u(\tau)=\sum_{G'}c_{G'}e^{i(k+G')\tau}.$$
Here $u=\sqrt a\,\psi_n$ for $\psi_n$ normalized in one cell. High bands are nearly free: bands above $M$ span the plane waves with $|P|>P_c=M\pi/a$, at distance $P^2/2$. The average over $q$ turns $N_q^{-1}\sum_q\sum_G$ into $(a/2\pi)\int dP$. The two signs of $P$ give a factor 2 and $\int_{P_c}^\infty 2P^{-4}dP=2/(3P_c^3)$, so
$$\frac1{N_q}\sum_q\sum_{m>M}\frac{|\langle m|W_\kappa|n\rangle|^2}{\varepsilon_m-\varepsilon_n}\simeq\Big(\frac{2A_\kappa}{\sigma a}\Big)^2|u(\tau_\kappa)|^2\,\frac{2a}{3\pi P_c^3}\propto M^{-3}. \tag{4}$$
In the finite basis $k+q$ runs over $(0,2\pi/a)$, so $P$ ends at $-N_GG_1$ and $(N_G+1)G_1$, and $P_c^{-3}$ is replaced by $P_c^{-3}-\frac12(N_GG_1)^{-3}-\frac12((N_G+1)G_1)^{-3}$. For the valence state and atom A, with $|u|^2=3.7244$ and $M=40$, the prefactor is $0.25\times3.7244\times16/(3\pi)=1.581$, the bracket is $2.580\times10^{-4}-0.160\times10^{-4}=2.420\times10^{-4}$, and the product is $3.825\times10^{-4}$ Ha/bohr². The explicit band sum gives $3.752\times10^{-4}$, lower by 1.9% of the law; at $M=20$ it gives $3.000\times10^{-3}$ against $3.237\times10^{-3}$, lower by 7.3%. The program asserts that the deviation is below 5% at $M=40$ and smaller there than at $M=20$. A fall by about four on doubling $M$ is what the neglected terms of relative order $P^{-2}$, such as $1/(\sigma p)^2$ in $\tilde v$, produce. The exponent $-3$ belongs to this potential in one dimension; a smoother potential has a faster tail once $P_c$ exceeds its inverse width.

### The Sternheimer equation

Let $\hat P=\sum_{m\le M}|m\rangle\langle m|$ and $\hat Q=1-\hat P$ at $k+q$. The active space is required to contain all occupied bands and band $n$, so every excluded band has $f_m=0$. Define
$$D_m=\varepsilon_m-\varepsilon_n,\qquad \Delta_q=D_{M+1}\le D_m\ \ (m>M),\qquad x_m=\omega/D_m\le x=\omega/\Delta_q,$$
and require $0<x<1$, which means that no real absorption into an excluded band is possible. From (3), the excluded bands contribute to one mode
$$\Sigma^Q=\sum_{m>M}d_m,\qquad d_m=-|g_m|^2\Big[\frac{n_B}{D_m-\omega}+\frac{n_B+1}{D_m+\omega}\Big]. \tag{5}$$
The static value is obtained by setting $\omega=0$ in the denominators only, while $\xi$ and $n_B$ keep their frequency:
$$S=\sum_{m>M}s_m,\qquad s_m=-N|g_m|^2/D_m\le0. \tag{6}$$

Consider the linear system, with $b_\kappa=W_\kappa(q)\psi_n$,
$$\mathcal A\,\phi_\kappa=-\hat Qb_\kappa,\qquad \mathcal A=H_{k+q}-\varepsilon_n+\alpha\hat P. \tag{7}$$
The operator $\mathcal A$ has the eigenvectors $|m\rangle$, with eigenvalues $D_m+\alpha$ for $m\le M$ and $D_m$ for $m>M$. For $\alpha>\varepsilon_n-\varepsilon_{1,k+q}$ all of them are positive, so the solution is unique. Projecting (7) on an active $|m\rangle$ gives $(D_m+\alpha)\langle m|\phi_\kappa\rangle=0$; projecting on an excluded one gives $D_m\langle m|\phi_\kappa\rangle=-\langle m|b_\kappa\rangle$. Hence
$$\phi_\kappa=-\sum_{m>M}|m\rangle\frac{\langle m|b_\kappa\rangle}{D_m},$$
independent of $\alpha$, although (7) contains only $H$ and the active eigenvectors. Two small matrices are formed from the solutions,
$$F_{\kappa\kappa'}=\langle b_\kappa|\phi_{\kappa'}\rangle=-\sum_{m>M}\frac{\langle b_\kappa|m\rangle\langle m|b_{\kappa'}\rangle}{D_m},\qquad O_{\kappa\kappa'}=\langle\phi_\kappa|\phi_{\kappa'}\rangle=\sum_{m>M}\frac{\langle b_\kappa|m\rangle\langle m|b_{\kappa'}\rangle}{D_m^2}.$$
Since $g_m=\sum_\kappa\xi_\kappa\langle m|b_\kappa\rangle$, contraction with the mode vector gives
$$S=N\,\xi^\dagger F\xi,\qquad C\equiv\omega\,\xi^\dagger O\xi=\sum_{m>M}c_m,\qquad c_m=\omega|g_m|^2/D_m^2\ge0. \tag{8}$$
There is one solve per displacement, and $F$ and $O$ contain no phonon quantity, so they serve all modes, masses and temperatures. The same projection argument shows that (5) itself can be had from solves with $\varepsilon_n\pm\omega$ in place of $\varepsilon_n$, at the price of two systems per mode that have to be solved again whenever the frequencies change.

### The error of the static approximation

Bring (5) to a common denominator. The numerator is $n_B(D+\omega)+(n_B+1)(D-\omega)=ND-\omega$, so
$$d_m=-|g_m|^2\frac{ND_m-\omega}{D_m^2-\omega^2}=\frac{-|g_m|^2\,(N/D_m-\omega/D_m^2)}{1-x_m^2}=\frac{s_m+c_m}{1-x_m^2}, \tag{9}$$
where the second step divides numerator and denominator by $D_m^2$. This identity is exact. With $s_m=-|s_m|$ and $c_m=(x_m/N)|s_m|$, the error of one band relative to $|s_m|$ is
$$r_m=\frac{d_m-s_m}{|s_m|}=\frac{-1+x_m/N}{1-x_m^2}+1=\frac{x_m/N-x_m^2}{1-x_m^2}. \tag{10}$$

For the upper bound, $N\ge1$ gives $x_m^2\ge x_m^2/N$, so the numerator is at most $(x_m/N)(1-x_m)$, and cancelling $1-x_m$ leaves $r_m\le x_m/[N(1+x_m)]$. For the lower bound, dropping the positive $x_m/N$ leaves $r_m\ge-x_m^2/(1-x_m^2)$. Both $x/(1+x)$ and $x^2/(1-x^2)$ increase on $(0,1)$, so $x_m$ may be replaced by $x$. Multiply by $|s_m|$ and sum. All $s_m$ have one sign, so $\sum_m|s_m|=|S|$, a number the Sternheimer solve delivers. For the error $\delta=\Sigma^Q-S$, exact minus static,
$$-\frac{x^2}{1-x^2}\,|S|\;\le\;\delta\;\le\;\frac{x}{N(1+x)}\,|S|. \tag{11}$$
The upper side is reached by a single excluded band at $T=0$, where (10) gives $x(1-x)/(1-x^2)=x/(1+x)$, and the lower side is approached as $N\to\infty$, so the upper side is sharp at $N=1$ and the lower side is the best one that does not depend on $N$. For a given finite $N$ the extremes of (10) over $0<x_m\le x$ give a narrower interval; at $N=1$, for instance, $\delta\ge0$.

The upper side is always below $x|S|$. The lower side lies within $x|S|$ when $x^2/(1-x^2)\le x$, that is $x^2+x-1\le0$. Therefore
$$|\delta|\le\frac{\omega}{\Delta_q}|S|\qquad\text{for}\quad x\le\frac{\sqrt5-1}{2}=0.6180. \tag{12}$$
Above the threshold (12) can fail: for $x=0.7$ and $n_B=1000$, (10) gives $(0.7/2001-0.49)/0.51=-0.9601$. Summing (12) over modes, with $x\le\omega_{\max}/\Delta$, $\Delta=\min_q\Delta_q$, and again the common sign of all $S$, gives the crude zone bound $|\delta_{\rm tot}|\le(\omega_{\max}/\Delta)|S_{\rm tot}|$.

Three properties follow from (9) and (10). First, the sign: $r_m>0$ when $Nx_m<1$. Because $e^z-1\ge z$, $n_B\le k_BT/\omega$ and $Nx_m\le(\omega+2k_BT)/D_m$. Whenever $\omega+2k_BT<\Delta_q$, every $r_m$ is positive: the static value lies below the dynamical one. The reason is visible at $T=0$, where only emission occurs and the true denominator $D+\omega$ is larger than $D$. Second, the upper side of (11) does not depend on temperature, since $S\propto N$, whereas the crude bound grows with $N$. Third, the term of first order in $\omega/D$ is $C$, which is independent of temperature: the first-order changes of absorption and emission, $-n_B\omega/D^2$ and $+(n_B+1)\omega/D^2$, cancel except for the spontaneous part.

Since $C$ is known from (8), it can be added. From (9),
$$d_m-s_m-c_m=(s_m+c_m)\Big[\frac1{1-x_m^2}-1\Big]=\frac{x_m^2}{1-x_m^2}(s_m+c_m),$$
and $s_m+c_m=-|g_m|^2(N-x_m)/D_m\le0$ because $N\ge1>x_m$. The common sign allows the same summation, and the remainder $R=\Sigma^Q-S-C$ obeys
$$-\frac{x^2}{1-x^2}\,|S+C|\;\le\;R\;\le\;0. \tag{13}$$
The program asserts (9) symbolically, (11) and (12) on random single-band cases, and (11) and (13) for every $q$, mode, band edge, $M$ and temperature of the chain, with $\Sigma^Q$ taken from the explicit sum over all bands of the basis.

The common sign is the assumption that carries the proof. If occupied bands far below $\varepsilon_n$ were also excluded, their static terms would be positive, $\mathcal A$ would be indefinite on $\hat Q$, and $|S|$ would no longer equal $\sum|s_m|$. The sign of $s_m$ is set by $D_m$, not by the occupation. If (3) is used with a fractional $f_m$ in an excluded band above $\varepsilon_n$, the numerator in (9) becomes $ND_m-(1-2f_m)\omega$: $s_m$ is unchanged and $c_m$ is multiplied by $1-2f_m$. Then (11) and (12) still hold for $f_m\le\frac12$, while $C$ as given by (8) and the bound (13) require $f_m$ to be negligible. In a metal, or at a temperature that populates band $M+1$, the active space has to be enlarged until that is so. Nothing in (5) to (13) uses the form of $W_\kappa$, so the bounds hold equally for a self-consistent first-order potential from density-functional perturbation theory. A cut through a degenerate multiplet at $k+q$ leaves them valid, but makes $S$ depend on which members were kept.

The error of dropping the phonon frequency in the excluded bands is now bounded relative to their static contribution by (11) and (12), and by (13) once the correction $C$ is added. What remains is the Debye-Waller term and its cancellation against the Fan term, the error of the iterative solve, the algorithm, and the numerical results for the chain.
